# Free-carrier absorption by acoustic phonons: the three-halves wavelength law, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the two vertices to the power of the wavelength

**Q.** You say that free carriers scattered by acoustic phonons absorb light in proportion to $\lambda^{3/2}$ when the photon energy is large. The classical theory of a carrier in an oscillating field gives $\lambda^2$. Before I ask about the power, why is a phonon needed at all? The carrier is charged, and the light pushes it.

**A.** The light pushes it back and forth, but a free carrier cannot keep the energy. Take an electron of charge $-e$ and mass $m$ in a parabolic, isotropic band, with $E_k=\hbar^2k^2/2m$. Describe the light by a uniform vector potential $\mathbf A=A_0\hat{\mathbf e}\cos\omega t$, with $\hat{\mathbf e}$ the polarisation. The electric field $-\partial\mathbf A/\partial t$ then has amplitude $E_0=\omega A_0$. The kinetic energy becomes

$$\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac em\,\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2m}.$$

The two cross terms were combined because a uniform $\mathbf A$ commutes with $\mathbf p$. The last term is the same number for every state, so it changes a common phase and causes no transition. The middle term is diagonal in the wavevector $\mathbf k$. It cannot take an electron from $\mathbf k$ to a different $\mathbf k'$, and within one parabolic band a higher energy requires a different $\mathbf k'$. Something else must supply the momentum. Here it is a phonon.

**Q.** The photon has momentum too. You removed it by making $\mathbf A$ uniform.

**A.** It is small compared with what is needed. For light of 1550 nm in a medium of refractive index $n=3.45$, the photon wavevector is $2\pi n/\lambda=0.014\ \mathrm{nm^{-1}}$. An electron of mass $0.32\,m_0$ that starts near rest and gains 0.80 eV ends with a wavevector of $2.6\ \mathrm{nm^{-1}}$, nearly two hundred times larger.

**Q.** Then there are two weak interactions, one with the light and one with the lattice. What replaces the usual matrix element in the golden rule?

**A.** Let $\mathcal E$ denote total energies, including those of photons and phonons, and let $i$, $s$, $f$ label the initial, intermediate and final states. To first order the intermediate amplitude obeys

$$i\hbar\,\dot c_s=H_{si}\,e^{i(\mathcal E_s-\mathcal E_i)t/\hbar}.$$

If the interaction is switched on slowly, integration gives

$$c_s=-\frac{H_{si}}{\mathcal E_s-\mathcal E_i}\,e^{i(\mathcal E_s-\mathcal E_i)t/\hbar}.$$

This amplitude feeds the final state:

$$i\hbar\,\dot c_f=\sum_s H_{fs}c_s\,e^{i(\mathcal E_f-\mathcal E_s)t/\hbar}=M\,e^{i(\mathcal E_f-\mathcal E_i)t/\hbar},\qquad M=\sum_s\frac{H_{fs}H_{si}}{\mathcal E_i-\mathcal E_s}.$$

The equation for $c_f$ has the form of a first-order problem with matrix element $M$. The golden rule therefore holds with $M$ in place of the direct element.

**Q.** How many intermediate states are there?

**A.** Two, because the light does not change $\mathbf k$. Either the photon is absorbed first and the electron then scatters, or the electron scatters first and then absorbs the photon.

The part of $\cos\omega t$ that absorbs a photon is $\tfrac12e^{-i\omega t}$, so the photon vertex for an electron at $\mathbf k$ is

$$D_{\mathbf k}=\frac{eA_0\hbar}{2m}\,\mathbf k\cdot\hat{\mathbf e}.$$

Let $V$ be the phonon matrix element from $\mathbf k$ to $\mathbf k'$, and let $\hbar\omega_q$ be the phonon energy. The upper sign below refers to phonon emission, the lower to absorption. Energy conservation for the whole process reads

$$E_{k'}\pm\hbar\omega_q=E_k+\hbar\omega .$$

If the photon is absorbed first, the intermediate electron is still at $\mathbf k$ and one photon is missing, so $\mathcal E_i-\mathcal E_s=\hbar\omega$. If the electron scatters first, the photon is still present and

$$\mathcal E_i-\mathcal E_s=E_k-E_{k'}\mp\hbar\omega_q=-\hbar\omega,$$

where the last equality is energy conservation. The phonon energy has not been neglected in either denominator.

**Q.** So the two terms have opposite signs. Do they cancel?

**A.** They subtract:

$$M=\frac{V D_{\mathbf k}}{\hbar\omega}-\frac{V D_{\mathbf k'}}{\hbar\omega}
=-\frac{eA_0}{2m\omega}\,V\,(\mathbf k'-\mathbf k)\cdot\hat{\mathbf e}.$$

With $\mathbf q=\mathbf k'-\mathbf k$ and $A_0=E_0/\omega$,

$$|M|=|V|\,\frac{eE_0}{2m\omega^2}\,|\mathbf q\cdot\hat{\mathbf e}| .$$

The cancellation is complete when the scattering leaves the velocity along the field unchanged. In the regime you asked about it is slight: $k'$ is then much larger than $k$, and the term in which the electron scatters first dominates.

There is a direct picture. A free electron in the field oscillates with displacement amplitude $a=eE_0/m\omega^2$. Seen from the oscillating electron, the scattering potential shakes, and its component of wavevector $\mathbf q$ acquires an oscillating phase of size $\mathbf q\cdot\hat{\mathbf e}\,a$. Half of that phase modulation goes with the absorption of a photon, which is the factor multiplying $|V|$. The calculation is limited to weak light, $qa\ll1$.

**Q.** Suppose I distrust the relative sign. Is there evidence that does not use the perturbation formula?

**A.** Take two states separated by one photon energy, in units where $\hbar=\omega=1$. Give them oscillating energies $0.06\cos t$ and $-0.04\cos t$ and couple them by a constant element 0.002. The vertices are half the oscillation amplitudes, so the formula predicts an effective element $0.002\times(0.06+0.04)/2=10^{-4}$. At resonance the population transferred after a time $t$ should be $\sin^2(10^{-4}t)$, which is 0.3189 after 955 periods. Direct integration of the time-dependent Schrödinger equation gives 0.3182, lower by 0.2 per cent of the prediction. When both states oscillate with amplitude 0.06, the integration gives a transfer of $9\times10^{-9}$. Had the two terms added, that second case would have shown a large transfer.

**Q.** I accept the photon part. But acoustic phonons couple more strongly at large $q$, and $q$ grows with photon energy. Surely that changes the power.

**A.** The coupling does grow with $q$, but the thermal amplitude of the lattice waves falls, and the two effects compensate. In the deformation-potential model the electron energy shifts by $\Xi\,\nabla\cdot\mathbf u$, where $\mathbf u$ is the lattice displacement and $\Xi$ the deformation potential. Only longitudinal waves have a divergence in an isotropic medium. One quantised wave in a crystal of volume $\Omega$ and mass density $\rho$ has the squared displacement factor $\hbar/(2\rho\Omega\omega_q)$, and the divergence supplies $q^2$. With $\omega_q=v_sq$, where $v_s$ is the sound speed,

$$|V_\pm|^2=\Xi^2q^2\,\frac{\hbar}{2\rho\Omega v_sq}\left(N_q+\tfrac12\pm\tfrac12\right)
=\frac{\Xi^2\hbar q}{2\rho v_s\Omega}\left(N_q+\tfrac12\pm\tfrac12\right).$$

Here $N_q=1/(e^{\hbar\omega_q/k_BT}-1)$ is the phonon number at temperature $T$. The scattering is quasi-elastic if $\hbar\omega_q\ll\hbar\omega$. Emission and absorption of the phonon then lead to nearly the same final energy, and their strengths may be added, giving the factor $2N_q+1$. If also $\hbar\omega_q\ll k_BT$, then $2N_q+1\simeq2k_BT/\hbar v_sq$, and

$$|V_+|^2+|V_-|^2\simeq\frac{\Xi^2\hbar q}{2\rho v_s\Omega}\,\frac{2k_BT}{\hbar v_sq}
=\frac{C}{\Omega},\qquad C=\frac{\Xi^2k_BT}{c_l},$$

with the elastic constant $c_l=\rho v_s^2$. All dependence on $q$ has gone.

**Q.** You have used two different conditions. What if the light is energetic enough but the lattice is cold?

**A.** Then the law changes. For $\hbar\omega_q\gg k_BT$ the phonon number vanishes, emission alone remains, and the strength is proportional to $q$. Since $q\simeq k'\propto\omega^{1/2}$, the absorption gains a factor $\omega^{1/2}$ relative to the result we are deriving. Quasi-elasticity alone is therefore not enough for the power 3/2. The wave that takes up the momentum must also be thermally excited.

**Q.** Keep it excited, then. The matrix element still contains the angle between $\mathbf q$ and the polarisation.

**A.** Average over it. The carriers are isotropically distributed in $\mathbf k$, and since $C$ does not depend on $\mathbf q$, every direction of $\mathbf k'$ is equally likely, whatever the direction of $\mathbf k$. Thus

$$\langle(\mathbf q\cdot\hat{\mathbf e})^2\rangle
=\langle(\mathbf k'\cdot\hat{\mathbf e})^2\rangle+\langle(\mathbf k\cdot\hat{\mathbf e})^2\rangle
-2\langle(\mathbf k'\cdot\hat{\mathbf e})(\mathbf k\cdot\hat{\mathbf e})\rangle
=\frac{k'^2+k^2}{3}.$$

The cross term is a product of two independent averages, each zero. Write $E$ for the initial energy. The final energy is $E+\hbar\omega$, and $k^2=2mE/\hbar^2$, so

$$\langle(\mathbf q\cdot\hat{\mathbf e})^2\rangle=\frac{2m}{3\hbar^2}\,(2E+\hbar\omega).$$

**Q.** And the number of final states?

**A.** Deformation-potential scattering does not flip the spin, so we count one spin direction. Per unit volume there are $k^2dk/2\pi^2$ states between $k$ and $k+dk$. With $k=\sqrt{2mE}/\hbar$ and $dk/dE=\sqrt{2m}/(2\hbar\sqrt E)$, the density of states is

$$g(E)=\frac1{2\pi^2}\,\frac{2mE}{\hbar^2}\,\frac{\sqrt{2m}}{2\hbar\sqrt E}
=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}.$$

The sum over final states contributes $\Omega g$, and its volume cancels the one in $C/\Omega$. The golden rule then gives the absorption rate of one carrier:

$$W_{\rm abs}(E)=\frac{2\pi}{\hbar}\,C\left(\frac{eE_0}{2m\omega^2}\right)^2
\frac{2m}{3\hbar^2}(2E+\hbar\omega)\,g(E+\hbar\omega).$$

**Q.** If $E$ is negligible, I read off $\omega^{-4}\times\omega\times\omega^{1/2}=\omega^{-5/2}$. That is $\lambda^{5/2}$.

**A.** That is the power for the number of photons absorbed at fixed field amplitude. The absorption coefficient $\alpha$ is the fraction of intensity lost per unit length. The intensity is $I=\tfrac12n\varepsilon_0cE_0^2$, and the power taken from a unit volume is $N\hbar\omega W$ for carrier density $N$. Therefore

$$\alpha=\frac{N\hbar\omega W}{I}=\frac{2N\hbar\omega W}{n\varepsilon_0cE_0^2}.$$

The energy per photon adds one more power of $\omega$. With $E\ll\hbar\omega$ the factors are:

- $\omega$, from the energy of each photon;
- $\omega^{-4}$, from the square of the oscillation amplitude at fixed $E_0$;
- $\omega$, from the squared momentum transfer;
- $\omega^{1/2}$, from the density of final states.

Their product is $\omega^{-3/2}$, which is proportional to $\lambda^{3/2}$ at fixed $N$, $T$ and $n$.

**Q.** Would I have found the same power by keeping only the photon-first term?

**A.** No. It contains $k^2$ instead of $k'^2+k^2$. For carriers with energies of order $k_BT$, the factor $\omega$ from the momentum transfer would be replaced by a constant, and the power would be $\lambda^{5/2}$. When the light is described by a vector potential, as here, the order in which the electron scatters first is essential.

**Q.** Now give me the coefficient, without hiding factors of two.

**A.** Put $E=0$ in the rate and insert it in $\alpha$. Call the result $\alpha_\infty$:

$$\alpha_\infty=\frac{2N\hbar\omega}{n\varepsilon_0c}\cdot\frac{2\pi C}{\hbar}\cdot\frac{e^2}{4m^2\omega^4}\cdot\frac{2m}{3\hbar^2}\,\hbar\omega\cdot\frac{(2m)^{3/2}(\hbar\omega)^{1/2}}{4\pi^2\hbar^3}.$$

The numerical factors combine to

$$2\cdot2\pi\cdot\frac14\cdot\frac23\cdot\frac{2\sqrt2}{4\pi^2}
=\frac{2\pi}{3}\cdot\frac{\sqrt2}{2\pi^2}=\frac{\sqrt2}{3\pi}.$$

The mass appears as $m^{-2+1+3/2}=m^{1/2}$. The powers of $\hbar$ are $1-1-2+1+\tfrac12-3=-\tfrac72$, and those of $\omega$ are $1-4+1+\tfrac12=-\tfrac32$. Hence

$$\boxed{\alpha_\infty=\frac{\sqrt2\,Ne^2\,\Xi^2k_BT\,\sqrt m}{3\pi\,n\varepsilon_0c\,c_l\,\hbar^{7/2}\,\omega^{3/2}}}
\qquad\text{with}\quad \omega=\frac{2\pi c}{\lambda}.$$

The factor $T$ counts thermal lattice vibrations. In this limit the initial motion of the carriers has dropped out.

## Second half: warm carriers, the classical limit and silicon

**Q.** Before I attack the approximation $E=0$, tell me what you are carrying over.

**A.** The carriers have density $N$, mass $m$ and initial energy $E$; the light has angular frequency $\omega$, field amplitude $E_0$ and intensity $\tfrac12n\varepsilon_0cE_0^2$. The combined phonon strength is $C=\Xi^2k_BT/c_l$. The density of states per spin is $g(E)=(2m)^{3/2}\sqrt E/(4\pi^2\hbar^3)$. The absorption rate of one carrier is proportional to $(2E+\hbar\omega)\,g(E+\hbar\omega)$, and for carriers initially at rest the absorption coefficient is $\alpha_\infty\propto\omega^{-3/2}$, given in the box above.

**Q.** Real carriers are warm, and some of them can emit photons under the influence of the light. How large must the photon energy be before I may forget both?

**A.** Let $x=\hbar\omega/k_BT$ and use Maxwell–Boltzmann statistics, so that energies are distributed as $\sqrt E\,e^{-E/k_BT}$. With $u=E/k_BT$ the normalised weight is $(2/\sqrt\pi)\sqrt u\,e^{-u}$.

A carrier with $E>\hbar\omega$ can emit a photon and end at $E-\hbar\omega$. The squared matrix element has the same form, so the rate contains $(2E-\hbar\omega)\,g(E-\hbar\omega)$. In the average over $E$, substitute $E=E'+\hbar\omega$. The integrand becomes $\sqrt{E'+\hbar\omega}\,(2E'+\hbar\omega)\sqrt{E'}\,e^{-E'/k_BT}$ times $e^{-x}$, which is the absorption integrand times $e^{-x}$. Net absorption is thus the average absorption times $1-e^{-x}$.

For carriers at rest the energy-dependent factor was $(\hbar\omega)^{3/2}$. Dividing the average by it gives $\alpha=\alpha_\infty F(x)$, with

$$F(x)=\frac{2}{\sqrt\pi}\,\frac{1-e^{-x}}{x^{3/2}}\,J(x),\qquad
J(x)=\int_0^\infty\!\sqrt{u(u+x)}\,(2u+x)\,e^{-u}\,du .$$

**Q.** I would like the correction at large $x$ before you do anything clever with that integral.

**A.** Expand in $\epsilon=E/\hbar\omega=u/x$:

$$(1+2\epsilon)\sqrt{1+\epsilon}=(1+2\epsilon)\left(1+\frac\epsilon2-\frac{\epsilon^2}8+\dots\right)
=1+\frac52\epsilon+\frac78\epsilon^2+\dots$$

The thermal averages are $\langle u\rangle=\tfrac32$ and $\langle u^2\rangle=\tfrac{15}4$. Apart from terms of order $e^{-x}$,

$$F(x)=1+\frac{15}{4x}+\frac{105}{32x^2}+\dots$$

Define the local exponent $p=d\ln\alpha/d\ln\lambda=-d\ln\alpha/d\ln\omega$. The logarithm is $\ln F=15/(4x)+(105/32-225/32)/x^2+\dots=15/(4x)-15/(4x^2)+\dots$. Differentiation gives

$$p=\frac32+\frac{15}{4x}-\frac{15}{2x^2}+\dots$$

The law is an asymptote, and it is approached slowly. A photon energy of $10k_BT$ leaves $p$ near 1.8.

For photon energies far above $k_BT$ and thermally excited acoustic phonons, the absorption follows $\lambda^{3/2}$, and warm carriers make the approach to this law slow. What remains is to evaluate $F(x)$ for any $x$, compare it with the classical $\lambda^2$ result, and see how far the model holds in silicon.
